# Proof of the surface-charge theorem for insulators with independent electrons: test program

```python
# Surface-charge theorem on the spinless Rice-Mele chain (Hartree units, e = 1).
# Claim: with mu in a gap of bulk and surface and integer ions, the macroscopic end
# charge Q = sum_i f(x_i)(Z_i - n_i), f a one-period linear ramp, obeys
# Q_left = -P + integer, Q_right = +P + integer, P = Berry-phase polarisation.
# Model: A at m*a (energy +D, no ion), B at m*a + a/2 (energy -D, ion +1),
# hopping -t1 (A_m-B_m), -t2 (B_m-A_{m+1}); xbar = Wannier centre; P = 1/2 - xbar/a.
# End charges come from diagonalising open chains, P from bulk Bloch states.
import numpy as np
import mpmath as mp
from scipy.special import erfc
from scipy.constants import e as qe, physical_constants as pc

a, t1, t2, D = 5.0, 0.06, 0.10, 0.03
off = lambda v: abs(v - np.round(v))          # distance to the nearest integer

def chain(nc, t1, t2, D, start=0, extra_A=False):
    sites = [(m, s) for m in range(nc) for s in (0, 1)][start:]
    if extra_A:
        sites.append((nc, 0))
    cell = np.array([c for c, s in sites]); sub = np.array([s for c, s in sites])
    hop = np.where(sub[:-1] == 0, -t1, -t2)
    H = np.diag(np.where(sub == 0, D, -D)) + np.diag(hop, 1) + np.diag(hop, -1)
    return H, a*(cell + 0.5*sub), sub, cell

def density(H, mu):
    E, U = np.linalg.eigh(H)
    return (U[:, E < mu]**2).sum(1)

ramp = lambda x, x0: np.clip((x0 + a - x)/a, 0.0, 1.0)
Qleft = lambda H, x, Z, mu, x0: float(ramp(x, x0) @ (Z - density(H, mu)))

def wilson_phase(t1, t2, D, N):
    k = 2*np.pi*np.arange(N)/N
    h = -(t1 + t2*np.exp(-1j*k))
    Hk = np.zeros((N, 2, 2), complex)
    Hk[:, 0, 0], Hk[:, 1, 1], Hk[:, 0, 1], Hk[:, 1, 0] = D, -D, h, h.conj()
    c = np.linalg.eigh(Hk)[1][:, :, 0]
    step = np.exp(-1j*(2*np.pi/N)*np.array([0.0, 0.5]))   # e^{-i dk tau}
    ov = (c.conj()*step*np.roll(c, -1, axis=0)).sum(1)
    return -np.angle(np.prod(ov/abs(ov)))

def P_wilson(t1, t2, D, N=500):                # Richardson removes the 1/N^2 error
    p1, p2 = wilson_phase(t1, t2, D, N), wilson_phase(t1, t2, D, 2*N)
    return 0.5 - (p2 + np.angle(np.exp(1j*(p2 - p1)))/3)/(2*np.pi)

def P_quad(t1, t2, D, N=600):
    k = 2*np.pi*np.arange(N)/N
    eps = np.sqrt(D*D + t1*t1 + t2*t2 + 2*t1*t2*np.cos(k))
    return (t1*t1 - t2*t2)/4*np.mean(1/(eps*(eps + D)))

# ---- bulk polarisation by several roads
s = t1 + t2; n_el = 4*t1*t2/s**2; m_el = 4*t1*t2/(D*D + s*s)
Pi = float(mp.ellippi(n_el, m_el))
P = np.sign(t1 - t2)/4 - D*(t1 - t2)*Pi/(2*np.pi*s*np.sqrt(D*D + s*s))
Pw = P_wilson(t1, t2, D)
assert off(Pw - P) < 1e-7 and abs(P_quad(t1, t2, D) - P) < 1e-12
for pars in [(0.10, 0.06, 0.03), (0.05, 0.09, -0.02), (0.11, 0.07, -0.04)]:
    assert off(P_wilson(*pars) - P_quad(*pars)) < 1e-7
kk = 2*np.pi*np.arange(512)/512
hk = -(t1 + t2*np.exp(-1j*kk)); ek = np.sqrt(D*D + abs(hk)**2)
cB = np.sqrt((1 + D/ek)/2); cA = -hk*cB/(D + ek)
dd = np.arange(-170, 171)
ph = np.exp(1j*np.outer(dd, kk))
wtab = np.stack([(ph*cA).mean(1).real, (ph*cB).mean(1).real], axis=1)
xbar = float((a*(dd[:, None] + np.array([0, 0.5]))*wtab**2).sum())
assert abs((wtab**2).sum() - 1) < 1e-12 and abs(0.5 - xbar/a - P) < 1e-11
edge = np.hypot(D, t1 - t2)
print(f"t1 = {t1} Ha, t2 = {t2} Ha, D = {D} Ha, a = {a} bohr")
print(f"band edges = +-{edge:.4f} Ha, gap = {2*edge:.4f} Ha"
      f" = {2*edge*pc['Hartree energy in eV'][0]:.3f} eV")
print(f"elliptic n = {n_el:.6f}, m = {m_el:.6f}, Pi(n|m) = {Pi:.6f}")
print(f"P elliptic = {P:.8f} e, P Wilson loop = {Pw - np.round(Pw - P):.8f} e")
print(f"Wannier centre (real space) = {xbar:.6f} bohr")

# ---- ramp identity against the explicit sum
rng = np.random.default_rng(1)
for xr in rng.uniform(-30, 30, 20):
    ssum = sum(ramp(xr + m*a, 77.7) for m in range(3, 60))
    assert abs(ssum - (77.7 + a - 3*a - xr)/a) < 1e-11

# ---- open chain of 160 cells
NC, m1, m2 = 160, 40, 119
H, x, sub, cell = chain(NC, t1, t2, D); Z = sub.astype(float)
E, U = np.linalg.eigh(H)
ig = np.where(abs(E) < edge - 1e-6)[0]
assert len(ig) == 2 and np.allclose(E[ig], [-D, D], atol=1e-12)
assert abs(U[0, ig[1]]**2 - (1 - (t1/t2)**2)) < 1e-10
print(f"chain cells = {NC}; in-gap levels = {E[ig[0]]:.4f}, {E[ig[1]]:.4f} Ha")
print(f"left Shockley weight on first site = {U[0, ig[1]]**2:.4f}")
W = np.stack([wtab[cell - R + 170, sub] for R in range(m1, m2 + 1)], axis=1)
left = cell < NC//2
Qs = []
for mu in (0.0, 0.04):
    Uo = U[:, E < mu]; Pr = Uo @ Uo.T; q = Z - np.diag(Pr)
    QL = ramp(x, 400.0) @ q; QR = (1 - ramp(x, 400.0)) @ q
    assert off(QL + P) < 1e-10 and off(QR - P) < 1e-10
    for x0 in (301.3, 402.9, 455.1):
        assert abs(ramp(x, x0) @ q - QL) < 1e-10
    assert abs(0.5*erfc((x - 401.0)/(3*a)) @ q - QL) < 1e-10
    PW = Pr @ W; sv, sU = np.linalg.eigh(PW.T @ PW)
    Wt = PW @ (sU/np.sqrt(sv)) @ sU.T
    Ps = Pr - Wt @ Wt.T; PL = Ps[np.ix_(left, left)]
    Ns = np.trace(PL); Zs = Z[cell < m1].sum()
    assert abs(Wt - W).max() < 1e-7 and abs(Ps[np.ix_(left, ~left)]).max() < 1e-7
    assert abs(PL @ PL - PL).max() < 1e-7 and off(Ns) < 1e-8
    assert off(np.trace(Pr[np.ix_(left, left)])) > 0.05   # Pr alone has no integer block
    assert abs(QL - (-P + Zs - Ns)) < 1e-8
    cen = np.linalg.eigvalsh(Uo.T @ (x[:, None]*Uo)); cm = cen[np.argmin(abs(cen - 400))]
    assert off((cm - xbar)/a) < 1e-9
    Qs.append(QL)
    print(f"mu = {mu:.2f} Ha: Q_left = {QL:.8f} e, Q_right = {QR:.8f} e")
    print(f"  m1 = {m1}, m2 = {m2}: Z_s = {Zs:.0f}, N_s = {Ns:.8f}")
    print(f"  interior PxP eigenvalue mod a = {cm % a:.6f} bohr")
assert abs(Qs[1] - Qs[0] + 1) < 1e-10
q0d = Z - density(H, 0.0)
cutAB, cutBA = q0d[x < 401.0].sum(), q0d[x < 403.5].sum()
assert off(cutAB - cutBA) > 0.05
print(f"sharp cut after A = {cutAB:.6f} e, after B = {cutBA:.6f} e")

# ---- healing of the density
q0 = np.arccosh((D*D + t1*t1 + t2*t2)/(2*t1*t2))
nAb = np.mean(abs(cA)**2); dn = -q0d[sub == 0] - nAb
rate = np.log(abs(dn[8])*np.sqrt(8)/(abs(dn[16])*np.sqrt(16)))/8
assert abs(rate/(2*q0) - 1) < 0.05             # 1/m corrections to the asymptote
print(f"bulk n_A = {nAb:.6f}; dn_A(8) = {dn[8]:.3e}, dn_A(16) = {dn[16]:.3e}")
print(f"q0 = {q0:.4f}, 2q0 = {2*q0:.4f}, measured rate = {rate:.4f} per cell")

# ---- end potential: Shockley (A end) and Tamm (B end) levels cross mu = 0
GA = np.roots([D*t2**2, t2**2 - D*D - t1**2, -D]).real.min()
GB = np.roots([D*t1**2, t2**2 + D*D - t1**2, -D]).real.max()
for name, st, G, jump in (("A", 0, GA, -1), ("B", 1, GB, +1)):
    Hc, xc, sc, _ = chain(60, t1, t2, D, start=st)
    assert abs(np.linalg.inv(-Hc)[0, 0]/G - 1) < 1e-10
    Qv = []
    for fac in (0.0, 0.98, 1.02, 2.0):
        Hv = Hc.copy(); Hv[0, 0] += fac/G
        Qv.append(Qleft(Hv, xc, sc, 0.0, 150.0))
    assert np.allclose(Qv, Qv[0] + jump*np.array([0, 0, 1, 1]), atol=1e-9)
    assert off(Qv[0] + P) < 1e-9
    Qh = Qleft(Hc, xc, 0.5, 0.0, 150.0) + (0.25 - xbar/a)
    assert abs(off(Qh) - 0.5*st) < 1e-9
    print(f"{name} end: G00 = {G:.4f} 1/Ha, Vc = {1/G:.5f} Ha")
    print(f"  Q before = {Qv[1]:.6f} e, after = {Qv[2]:.6f} e")
    print(f"  ions 1/2 per site: Q_left + P = {Qh:.6f} e")
print(f"P with ions 1/2 per site = {0.25 - xbar/a:.6f} e")

# ---- random surfaces
Hc, xc, sc, _ = chain(60, t1, t2, D); ints = []; worst = 0.0
for trial in range(40):
    R = rng.uniform(-0.15, 0.15, (6, 6)); Hv = Hc.copy(); Hv[:6, :6] += R + R.T
    v = Qleft(Hv, xc, sc, 0.0, 150.0) + P
    worst = max(worst, off(v)); ints.append(int(np.round(v)))
assert worst < 1e-9 and len(set(ints)) > 1
print(f"40 random surfaces: integers {sorted(set(ints))}, worst error {worst:.1e} e")

# ---- array of uncoupled chains
A = 36.0; conv = qe/pc['Bohr radius'][0]**2
print(f"A = {A} bohr^2: quantum = {1/A:.6f} e/bohr^2 = {conv/A:.4f} C/m^2")
for Q in Qs:
    print(f"  sigma = {Q/A:.6f} e/bohr^2 = {Q*conv/A:.4f} C/m^2")

# ---- 2D stack D(k) = D0 - 2 ty cos k; charge per edge cell
D0, ty, Nk = 0.01, 0.01, 120
ks = np.pi*(np.arange(Nk) + 0.5)/Nk
mus = (-0.025, 0.005, 0.035); Qk = np.zeros((3, Nk)); Pk = np.zeros(Nk)
for j, k in enumerate(ks):
    Dk = D0 - 2*ty*np.cos(k)
    Hc, xc, sc, _ = chain(60, t1, t2, Dk, extra_A=True)
    Ec, Uc = np.linalg.eigh(Hc); Pk[j] = P_quad(t1, t2, Dk)
    for i, mu in enumerate(mus):
        Qk[i, j] = ramp(xc, 150.0) @ (sc - (Uc[:, Ec < mu]**2).sum(1))
Nint = Qk + Pk; Pm = Pk.mean(); fill = np.arccos((D0 - mus[1])/(2*ty))/np.pi
assert off(Nint).max() < 1e-9
assert np.ptp(Nint[0]) < 1e-9 and np.ptp(Nint[2]) < 1e-9 and np.ptp(Nint[1]) > 0.99
assert abs(Qk[1].mean() - Qk[0].mean() + fill) < 1.0/Nk and off(Nint[1].mean()) > 0.3
print(f"2D stack: D0 = {D0} Ha, ty = {ty} Ha, P(k) from {Pk.min():.5f} to {Pk.max():.5f} e")
print(f"  mean P = {Pm:.6f} e per edge cell")
for i, mu in enumerate(mus):
    print(f"  mu = {mu:+.3f} Ha: Q = {Qk[i].mean():.6f} e, Q + P = {Nint[i].mean():.6f} e")
print(f"  edge-band filling at mu = {mus[1]} Ha: {fill:.4f}")
Vs, Kn = 0.02, 16; N2 = []; Q2 = []; gapmin = 1.0
for k in np.pi*(np.arange(Kn) + 0.5)/Kn:
    Da, Db = D0 - 2*ty*np.cos(k), D0 + 2*ty*np.cos(k)
    Ha, xc, sc, _ = chain(60, t1, t2, Da, extra_A=True)
    Hb = chain(60, t1, t2, Db, extra_A=True)[0]; n = len(xc)
    H2 = np.block([[Ha, 0*Ha], [0*Ha, Hb]]); H2[0, n] = H2[n, 0] = Vs
    gapmin = min(gapmin, abs(np.linalg.eigvalsh(H2) - D0).min())
    Q2.append(Qleft(H2, np.tile(xc, 2), np.tile(sc, 2), D0, 150.0))
    N2.append(Q2[-1] + P_quad(t1, t2, Da) + P_quad(t1, t2, Db))
assert gapmin > 0.005 and np.ptp(N2) < 1e-9 and off(N2[0]) < 1e-9
assert abs(off(np.mean(Q2)/2 + Pm) - 0.5) < 1e-6
print(f"2x1 edge: V = +-{Vs} Ha, mu = {D0} Ha, nearest level {gapmin:.4f} Ha away")
print(f"  Q per primitive cell = {np.mean(Q2)/2:.6f} e, Q + P = {np.mean(Q2)/2 + Pm:.6f} e")

# ---- Chern stack: winding centres force a level through mu
M, muC = 60, 0.01
kc = 2*np.pi*(np.arange(M + 1) + 0.5)/M; Pc = []; Qc = []
for k in kc:
    u, v, d = 0.08 + 0.02*np.sin(k), 0.08 - 0.02*np.sin(k), 0.03*np.cos(k)
    Hc, xc, sc, _ = chain(80, u, v, d)
    Pc.append(P_wilson(u, v, d)); Qc.append(Qleft(Hc, xc, sc, muC, 200.0))
Pc = np.unwrap(2*np.pi*np.array(Pc))/(2*np.pi); Nc = np.array(Qc) + Pc
jumps = np.diff(np.round(Nc)); jj = np.nonzero(jumps)[0]
kstar = 2*np.pi - np.arccos(muC/0.03)
assert off(Nc).max() < 1e-6 and abs(Pc[-1] - Pc[0] - 1) < 1e-6
assert len(jj) == 1 and jumps[jj[0]] == 1 and kc[jj[0]] < kstar < kc[jj[0] + 1]
print(f"Chern stack: mu = {muC} Ha, winding of P = {Pc[-1] - Pc[0]:.6f} e")
print(f"  N jumps by {jumps[jj[0]]:+.0f} between k = {kc[jj[0]]:.4f} and {kc[jj[0] + 1]:.4f} rad")
print(f"  predicted crossing k = {kstar:.4f} rad")
print("verified")
```

Output:

```
t1 = 0.06 Ha, t2 = 0.1 Ha, D = 0.03 Ha, a = 5.0 bohr
band edges = +-0.0500 Ha, gap = 0.1000 Ha = 2.721 eV
elliptic n = 0.937500, m = 0.905660, Pi(n|m) = 15.018210
P elliptic = -0.13987736 e, P Wilson loop = -0.13987736 e
Wannier centre (real space) = 3.199387 bohr
chain cells = 160; in-gap levels = -0.0300, 0.0300 Ha
left Shockley weight on first site = 0.6400
mu = 0.00 Ha: Q_left = 0.13987736 e, Q_right = -0.13987736 e
  m1 = 40, m2 = 119: Z_s = 40, N_s = 40.00000000
  interior PxP eigenvalue mod a = 3.199387 bohr
mu = 0.04 Ha: Q_left = -0.86012264 e, Q_right = -0.13987736 e
  m1 = 40, m2 = 119: Z_s = 40, N_s = 41.00000000
  interior PxP eigenvalue mod a = 3.199387 bohr
sharp cut after A = -0.033701 e, after B = 0.313456 e
bulk n_A = 0.347157; dn_A(8) = -3.914e-06, dn_A(16) = -1.161e-10
q0 = 0.6348, 2q0 = 1.2696, measured rate = 1.2599 per cell
A end: G00 = -22.7324 1/Ha, Vc = -0.04399 Ha
  Q before = 0.139877 e, after = -0.860123 e
  ions 1/2 per site: Q_left + P = 0.000000 e
B end: G00 = 3.8862 1/Ha, Vc = 0.25732 Ha
  Q before = 0.139877 e, after = 1.139877 e
  ions 1/2 per site: Q_left + P = -0.500000 e
P with ions 1/2 per site = -0.389877 e
40 random surfaces: integers [-1, 0, 1], worst error 1.2e-14 e
A = 36.0 bohr^2: quantum = 0.027778 e/bohr^2 = 1.5893 C/m^2
  sigma = 0.003885 e/bohr^2 = 0.2223 C/m^2
  sigma = -0.023892 e/bohr^2 = -1.3670 C/m^2
2D stack: D0 = 0.01 Ha, ty = 0.01 Ha, P(k) from -0.29182 to -0.13988 e
  mean P = -0.212196 e per edge cell
  mu = -0.025 Ha: Q = 0.212196 e, Q + P = -0.000000 e
  mu = +0.005 Ha: Q = -0.204470 e, Q + P = -0.416667 e
  mu = +0.035 Ha: Q = -0.787804 e, Q + P = -1.000000 e
  edge-band filling at mu = 0.005 Ha: 0.4196
2x1 edge: V = +-0.02 Ha, mu = 0.01 Ha, nearest level 0.0125 Ha away
  Q per primitive cell = -0.287804 e, Q + P = -0.500000 e
Chern stack: mu = 0.01 Ha, winding of P = 1.000000 e
  N jumps by +1 between k = 4.9742 and 5.0789 rad
  predicted crossing k = 5.0522 rad
verified
```
